# Negative differential capacitance of a spring-suspended plate under charge control

**Question**

I have a parallel-plate capacitor with one plate fixed and the other hanging on a linear spring. The plates have area $A$, the gap is $g_0$ when there is no charge, and the spring constant is $k$. I put a charge $+Q$ on one plate and $-Q$ on the other, and the gap closes by $x$. I am asked to show that the device has negative differential capacitance once $x>g_0/3$.

I can't see where a negative sign could come from. The capacitance is $\varepsilon_0A/g$ with $g=g_0-x$, which is positive and grows as the plates approach. I also know that the plate snaps shut at one third of the gap when a battery is connected. If that is the same one third, how could anyone sit beyond it and measure anything?

**Answer**

Your $\varepsilon_0A/g$ is the ratio $Q/V$, and it does stay positive. The differential capacitance is a different quantity, $dQ/dV$, taken while the plate is allowed to move to its new equilibrium. To find it we need the gap as a function of charge. I use SI units, neglect the fringing field, keep the plates parallel, and assume that the charge changes slowly enough for the plate to stay at equilibrium.

**Equilibrium at fixed charge**

By Gauss's law the field in the gap is $E=Q/(\varepsilon_0A)$. The field energy is the density $\varepsilon_0E^2/2$ times the volume $Ag$, so with the spring energy

$$U(x;Q)=\frac{Q^2(g_0-x)}{2\varepsilon_0A}+\frac{kx^2}{2}.$$

No source term is needed, because no charge flows while $x$ adjusts. Setting the derivative to zero gives

$$\frac{\partial U}{\partial x}=-\frac{Q^2}{2\varepsilon_0A}+kx=0
\quad\Rightarrow\quad kx=\frac{Q^2}{2\varepsilon_0A}.\tag{1}$$

The attraction does not depend on the gap. The second derivative is $\partial^2U/\partial x^2=k>0$, so in this model each equilibrium with $x<g_0$ is stable. That is how one can sit beyond one third: impose the charge instead of connecting a battery directly across the plates.

**The differential capacitance**

The voltage is field times gap:

$$V=\frac{Q(g_0-x)}{\varepsilon_0A}.$$

When $Q$ changes, $x$ changes too, so the product rule gives

$$\frac{dV}{dQ}=\frac{1}{\varepsilon_0A}\left[(g_0-x)-Q\frac{dx}{dQ}\right].$$

Differentiating (1) gives $k\,dx/dQ=Q/(\varepsilon_0A)$. Multiplying by $Q$ and using (1) again,

$$Q\frac{dx}{dQ}=\frac{Q^2}{\varepsilon_0Ak}=2x.$$

Therefore

$$\frac{dV}{dQ}=\frac{g_0-x-2x}{\varepsilon_0A}=\frac{g_0-3x}{\varepsilon_0A},
\qquad
C_{\rm diff}=\frac{dQ}{dV}=\frac{\varepsilon_0A}{g_0-3x}.\tag{2}$$

This is the required result: $C_{\rm diff}<0$ for $g_0/3<x<g_0$. Added charge strengthens the field, which raises the voltage in proportion to the present gap $g_0-x$. It also pulls the plates closer, which lowers the voltage in proportion to $2x$. Beyond $x=g_0/3$ the second effect is larger.

Write $C_0=\varepsilon_0A/g_0$. For small charge $C_{\rm diff}\to C_0$, as for a rigid capacitor. At $x=g_0/3$ it diverges, because the voltage is at its maximum. As $x\to g_0$ it tends to $-C_0/2$, while $V\to0$ because the gap vanishes at finite charge.

**Why a battery gives the same one third**

With $V$ fixed, the battery delivers charge as the plate moves, and its energy changes by $-V\,dQ$. The field energy is $CV^2/2$ and the battery term is $-QV=-CV^2$, so the function to minimize is

$$\Pi(x)=\frac{kx^2}{2}-\frac{\varepsilon_0AV^2}{2(g_0-x)}.$$

Equilibrium requires $kx=\varepsilon_0AV^2/[2(g_0-x)^2]$. The second derivative, with $V^2$ eliminated by this condition, is

$$\Pi''=k-\frac{\varepsilon_0AV^2}{(g_0-x)^3}=k-\frac{2kx}{g_0-x}=k\,\frac{g_0-3x}{g_0-x}.$$

It changes sign at $x=g_0/3$. The pull-in point under voltage control is thus the point where a charge-controlled device enters negative capacitance. From (1), the charge there is

$$Q_*=\sqrt{\frac{2\varepsilon_0Akg_0}{3}},$$

and with the remaining gap $2g_0/3$,

$$V_*^2=\frac{Q_*^2}{(\varepsilon_0A)^2}\,\frac{4g_0^2}{9}=\frac{8kg_0^3}{27\varepsilon_0A}.$$

**The energy picture, and ferroelectrics**

Insert $x=Q^2/(2\varepsilon_0Ak)$ into $U$ to get the relaxed energy:

$$W(Q)=\frac{g_0Q^2}{2\varepsilon_0A}-\frac{Q^4}{4\varepsilon_0^2A^2k}+\frac{Q^4}{8\varepsilon_0^2A^2k}
=\frac{g_0Q^2}{2\varepsilon_0A}-\frac{Q^4}{8\varepsilon_0^2A^2k}.$$

Since $\partial U/\partial x=0$ at equilibrium, $dW/dQ=\partial U/\partial Q=V$, and so $d^2W/dQ^2=1/C_{\rm diff}$. Negative capacitance means negative curvature of $W$. Here the curvature is positive at $Q=0$ and turns negative at large charge. In the Landau model of a ferroelectric, with energy $-aP^2+bP^4$ and $a,b>0$, the negative curvature lies around zero polarization $P$ instead.

The device is still passive. Between $x=g_0/3$ and contact $V$ remains positive, so adding charge still costs work $V\,dQ$; each further increment merely costs less than the one before.

**Numbers**

Take a square plate of side $L=100\ \mu$m, $g_0=2\ \mu$m and $k=10$ N/m. Then

$$C_0=\frac{(8.854\times10^{-12})(10^{-8})}{2\times10^{-6}}\ \mathrm F=44.3\ \mathrm{fF}.$$

The turning point is at $x=667$ nm, with

$$Q_*=\sqrt{2(8.854\times10^{-20})(10)(6.67\times10^{-7})}\ \mathrm C=1.09\ \mathrm{pC},\qquad V_*=16.4\ \mathrm V.$$

At $x=g_0/2=1\ \mu$m, equation (1) gives $Q=1.33$ pC, and

$$V=\frac{(1.331\times10^{-12})(10^{-6})}{8.854\times10^{-20}}\ \mathrm V=15.0\ \mathrm V,\qquad
C_{\rm diff}=\frac{44.3\ \mathrm{fF}}{1-1.5}=-88.5\ \mathrm{fF}.$$

| $x/g_0$ | $Q$ (pC) | $V$ (V) | $C_{\rm diff}$ (fF) |
|---|---|---|---|
| 0.10 | 0.595 | 12.10 | 63.2 |
| 0.30 | 1.031 | 16.30 | 443 |
| 0.40 | 1.190 | 16.13 | −221 |
| 0.50 | 1.331 | 15.03 | −88.5 |
| 0.60 | 1.458 | 13.17 | −55.3 |

The charge rises down the whole table, while the voltage rises and then falls.

The speed of charging matters. If the plate has no time to move, the gap is frozen and the response is $+\varepsilon_0A/g$. I integrated the undamped equation $m\ddot x=Q^2/(2\varepsilon_0A)-kx$ numerically from $x=g_0/2$, raising $Q$ smoothly by 0.1%. A rise over 20 mechanical periods gave $\Delta Q/\Delta V\approx-88$ fF; a rise over one hundredth of a period gave about $+89$ fF. For a plate 2 µm thick with a density of roughly 2.3 g/cm³, the resonance $\sqrt{k/m}/2\pi$ is 74 kHz, so in vacuum "slow" means well below that. In air the limit is much lower, because the film squeezed between solid plates damps the motion heavily. At a gap of 1 µm the plate then relaxes at a rate corresponding to only 2 to 3 kHz, and the charge must change well more slowly than that. Holes in the plate reduce this damping.

**What limits the negative range**

*Parallel capacitance.* Suppose the imposed charge $Q_t$ is shared with a capacitance $C_p$ in parallel. The total energy is $W(Q)+(Q_t-Q)^2/(2C_p)$. Its second derivative in $Q$ must be positive for stability:

$$\frac{dV}{dQ}+\frac1{C_p}>0
\quad\Rightarrow\quad \frac{3x-g_0}{\varepsilon_0A}<\frac1{C_p}
\quad\Rightarrow\quad x<\frac{g_0}{3}\left(1+\frac{C_0}{C_p}\right).$$

A very large $C_p$ acts as a battery and brings back the limit $g_0/3$. Stability all the way to contact requires $C_p\le C_0/2=22$ fF. Holding $x=g_0/2$ requires $C_p<88.5$ fF. A bonding pad of roughly 100 fF gives a reach of $(1+0.443)/3=0.48$ of the gap, so the working point above would be lost.

*Tilt.* Let the plate tilt by a small angle $\theta$ about its mid-line, so that the local gap is $g+\theta y$. Treating each strip as a parallel-plate capacitor and expanding to second order,

$$C=\varepsilon_0L\int_{-L/2}^{L/2}\frac{dy}{g+\theta y}\approx\frac{\varepsilon_0L^2}{g}\left(1+\frac{\theta^2L^2}{12g^2}\right),$$

since the term linear in $y$ integrates to zero. The field energy $Q^2/(2C)$ therefore changes by

$$-\frac{Q^2}{2\varepsilon_0A}\,\frac{\theta^2L^2}{12g}=-\frac{kxL^2\theta^2}{12g},$$

where (1) was used. If the suspension is four corner springs of $k/4$ each, tilting moves their ends by $\pm\theta L/2$ and adds $4\cdot\tfrac12\cdot\tfrac k4\cdot(\theta L/2)^2=kL^2\theta^2/8$. The terms linear in $\theta$ cancel between opposite sides. The plate stays parallel if

$$\frac18>\frac{x}{12(g_0-x)}\quad\Rightarrow\quad x<\frac{3g_0}{5}.$$

With this suspension, perfectly matched springs and a small enough $C_p$, the negative range is $g_0/3<x<3g_0/5$. The last row of the table lies on its edge. At that edge the plate tips abruptly instead of tilting gradually, so an asymmetry shortens the range: with springs $k(1\pm\delta)/4$ on opposite sides, the same strip model at finite tilt loses stability at a mean closure of $0.58g_0$ for $\delta=1\%$ and $0.52g_0$ for $\delta=10\%$.

**Beside a real device**

These dimensions are in the rough range of micromechanical radio-frequency switches, which are commonly pulled in by some tens of volts. Ideal charge control is a demanding assumption: the rough pad above cuts the stable reach from $0.60g_0$, set by tilt, to $0.48g_0$. The other effects estimated here are small:

- Fringing, estimated by multiplying $C$ by $[1+(g/\pi L)(1+\ln(2\pi L/g))]^2$, adds about 9% to $C_0$, which is slightly high for two thin, equal square plates (nearer 8%). A thin plate over a much wider electrode gains about 14%, and a plate as thick as the gap gains somewhat more than a thin one. Repeating the calculation numerically with this $C(g)$ leaves the turning point at $0.334g_0$ and lowers $V_*$ from 16.4 to 16.3 V.
- A stiffening spring with force $kx(1+0.1x^2/g_0^2)$, an assumed strength, moves the turning point to $0.338g_0$. A beam that stretches strongly needs its own force law.
- Thermal motion at 300 K spreads the gap by $\sqrt{k_BT/k}=0.02$ nm.
- The peak voltage is about 5% of the rough 300 V minimum for breakdown of air. In micrometre gaps, however, field emission can start a breakdown below that minimum, so the field matters too. At $x=g_0/2$ it is 0.15 MV/cm. Even if surface roughness enhances it 50 times, the semiclassical tunnelling factor for a work function of roughly 4.5 eV is about $e^{-80}$. The field keeps rising with $x$, giving $e^{-72}$ at $0.6g_0$, and the factor depends strongly on the assumed enhancement: 100 times gives $e^{-37}$ at $x=g_0/2$.

The charge density at $x=g_0/2$ is 0.013 µC/cm², whereas the polarization of ferroelectric hafnia is of order 10 µC/cm². The two systems share the sign of a curvature, but not its origin or its scale.
